# Minimum thickness for a crystal spanning an amorphous film to grow, part 2

An amorphous oxide film of uniform thickness $h$ lies between flat, rigid metal electrodes. The question is when a crystal can grow out of the glass. Interfaces are sharp, their energies are independent of direction, and crystal and glass have the same density. Elastic and electrostatic energies have so far been left out. All energies are free energies at fixed temperature $T$, and $k$ is Boltzmann's constant. Lengths are in nm and energies in eV.

Crystallization gains $g>0$ per volume, and the crystal/amorphous interface costs $\gamma>0$ per area. Replacing glass by crystal changes the interface energy per area by $\delta_b$ at the bottom electrode and $\delta_t$ at the top, with $\Delta=\delta_b+\delta_t$. Either $\delta$ may be negative.

A straight cylinder of radius $r$ that reaches from one electrode to the other has the formation energy, relative to the glass,

$$
E(r)=2\pi rh\gamma-\pi r^2(hg-\Delta).
$$

For $\Delta>0$, its growth is uphill at every radius if and only if

$$
h\le h_c,\qquad h_c=\frac{\Delta}{g}.
$$

Above $h_c$ the energy has a maximum $E^*$ at the critical radius $r^*$:

$$
r^*=\frac{h\gamma}{g(h-h_c)},\qquad
E^*=\frac{\pi\gamma^2h^2}{g(h-h_c)}.
$$

The energy returns to zero at $2r^*$.

The example has $g=3$ eV/nm³, $\gamma=1$ eV/nm², $\delta_b=0.95$ eV/nm² and $\delta_t=0.85$ eV/nm², so $\Delta=1.80$ eV/nm² and $h_c=0.60$ nm. The cylinder's barrier is least at $h=2h_c$, where it is 2.51 eV. At $h=0.8$ nm it is 3.35 eV, with $r^*=1.33$ nm, and at 2.0 nm it is 2.99 eV.

The anneal temperature is 700 K, where $kT=0.0603$ eV. The assumed attempt rate is $10^{13}$ per second at each of $10^{14}$ sites per square centimetre. Nucleation in a one-minute anneal is then already sparse at a barrier of $60kT$, which the cylinder reaches at $h=0.77$ nm. This thickness is the rough kinetic limit.

## Other shapes, curved walls and real films

The film has thickness $h$. Crystallization gains $g$ per volume, and crystal/amorphous interface costs $\gamma$ per area. Replacing glass by crystal costs $\delta_b$ per area at the bottom electrode and $\delta_t$ at the top, with sum $\Delta$. A straight spanning cylinder cannot grow at any radius if $h\le h_c=\Delta/g$. Above $h_c$ its barrier is $\pi\gamma^2h^2/[g(h-h_c)]$. The example has $g=3$ eV/nm³, $\gamma=1$ eV/nm², $\delta_b=0.95$ and $\delta_t=0.85$ eV/nm², which give $h_c=0.60$ nm.

A crystal need not be a cylinder, and it need not touch both electrodes. Could another shape pay its way in a film thinner than $h_c$? Consider a crystal of any shape with volume $V$, free interface area $S$ towards the glass, and contact areas $A_b$ and $A_t$ on the electrodes. Its formation energy is

$$
E=-gV+\gamma S+\delta_bA_b+\delta_tA_t .
$$

Let $A$ be the area of its shadow on the electrode plane, and divide the crystal into thin vertical columns standing on that shadow. In one column the crystal occupies one or more intervals of height, of total length at most $h$. The bulk gain per unit shadow area is therefore at most $hg$.

Next count the ends of the intervals. The lowest end lies either on the bottom electrode, where it costs $\delta_b$, or in the glass, where it costs at least $\gamma$, because a tilted piece of interface has a larger area than its shadow. Assume that $\delta_b\le\gamma$. Then the lowest end costs at least $\delta_b$ in both cases. If also $\delta_t\le\gamma$, the highest end costs at least $\delta_t$ by the same reasoning. Any further ends lie in the glass and have positive cost, and so do vertical walls, which cast no shadow. Summing over the columns gives

$$
E\ge(\Delta-hg)A .
$$

For $h<h_c$ the right side is positive, so every crystal has a higher energy than the glass it replaces, whatever its shape. At $h=0.5$ nm the bound is $1.80-1.50=0.30$ eV per nm² of shadow. A wide spanning disc approaches it, because its side wall becomes negligible per unit area. The statement is about total energy. An awkwardly shaped crystal may still lower its energy by changing shape, but it cannot bring it below that of the glass.

The two conditions on $\delta_b$ and $\delta_t$ are needed. If $\delta_b>\gamma$, it is cheaper to leave a thin amorphous layer on the bottom electrode, with an interface of cost $\gamma$, than to let the crystal touch the metal. Take $\delta_b=\delta_t=1.5$ eV/nm² with $g$ and $\gamma$ unchanged. The formula $\Delta/g$ would give 1.0 nm. In a film of 0.9 nm, a spanning disc of radius 100 nm indeed costs

$$
\pi(100)^2(3.0-2.7)+2\pi(100)(0.9)\approx9990\ \text{eV}.
$$

A disc of thickness 0.8 nm that touches neither electrode has two faces of cost $\gamma$, and its energy is

$$
\pi(100)^2(2.0-2.4)+2\pi(100)(0.8)\approx-12\,060\ \text{eV}.
$$

It is strongly favourable, in a film where the spanning disc is forbidden. The column argument covers this case too if each electrode cost is replaced by the cheaper of the two ways to end a column:

$$
h_{\text{any}}=\frac{\min(\delta_b,\gamma)+\min(\delta_t,\gamma)}{g},
$$

provided that the numerator is positive. Below $h_{\text{any}}$ every shape costs energy. Above it a wide disc, with amorphous layers as thin as needed at the electrodes that call for them, has negative energy. In this sharp-interface model the thickness below which all crystals are unfavourable therefore cannot exceed $2\gamma/g$, which is 0.67 nm in the example. A real amorphous layer has a least thickness of atomic size, which the model does not contain.

The straight side wall is also an assumption. Where the wall meets an electrode, the three interface energies fix its slope, and the wall bends. Let the crystal have radius $r(z)$ at height $z$, with $r'=dr/dz$. Its energy is

$$
E=\int_0^h\!\left[2\pi\gamma r\sqrt{1+r'^2}-\pi gr^2\right]dz
+\pi\delta_br(0)^2+\pi\delta_tr(h)^2 .
$$

Describe the wall by the angle $\psi$ between its upward tangent and the outward radial direction. If $s$ is the length along the wall, $dr=\cos\psi\,ds$ and $dz=\sin\psi\,ds$. Hence $\sqrt{1+r'^2}=1/\sin\psi$ and $r'/\sqrt{1+r'^2}=\cos\psi$. The critical crystal is a stationary point of $E$. Changing $r$ by a small $\eta(z)$ and integrating the term in $\eta'$ by parts gives, inside the film,

$$
\frac{\gamma}{\sin\psi}-gr-\gamma\frac{d}{dz}(r\cos\psi)=0
$$

after division by $2\pi$. The derivative is

$$
\frac{d}{dz}(r\cos\psi)=\frac{\cos^2\psi}{\sin\psi}-r\sin\psi\frac{d\psi}{dz}
=\frac{\cos^2\psi}{\sin\psi}-r\frac{d\psi}{ds}.
$$

Since $(1-\cos^2\psi)/\sin\psi=\sin\psi$, division by $\gamma r$ leaves

$$
\frac{d\psi}{ds}+\frac{\sin\psi}{r}=\frac{g}{\gamma}.
$$

The left side is the sum of the two principal curvatures of the wall, so the bulk gain is balanced by interface tension at each point. The boundary terms of the variation are

$$
2\pi r(h)\eta(h)\left[\gamma\cos\psi(h)+\delta_t\right]
+2\pi r(0)\eta(0)\left[\delta_b-\gamma\cos\psi(0)\right].
$$

They vanish for arbitrary end displacements if

$$
\cos\psi(0)=\frac{\delta_b}{\gamma},\qquad
\cos\psi(h)=-\frac{\delta_t}{\gamma}.
$$

For positive costs below $\gamma$ the wall leaves the bottom electrode outwards and returns inwards at the top: the crystal is widest somewhere between the electrodes, and each contact area is smaller than that widest section.

The height of this wall follows from $dz=\sin\psi\,ds$ and the curvature equation:

$$
h=\int_{\psi(0)}^{\psi(h)}
\frac{\sin\psi\,d\psi}{g/\gamma-\sin\psi/r}.
$$

For a very wide crystal the term $\sin\psi/r$ drops out, and

$$
h\to\frac{\gamma}{g}\left[\cos\psi(0)-\cos\psi(h)\right]
=\frac{\gamma}{g}\,\frac{\delta_b+\delta_t}{\gamma}=h_c .
$$

At finite radius, while $\psi$ rises steadily along the wall, the denominator is positive but smaller than $g/\gamma$, so $h>h_c$. For such walls the threshold is therefore the same as for the straight one, approached again through ever wider critical crystals.

The barrier does change. A closed result exists at $h=2h_c$. Try a sphere of radius $R$ cut by the two electrodes. Both its curvatures are $1/R$, so the curvature equation requires $R=2\gamma/g$. The boundary conditions put its centre at distances $d_b=R\delta_b/\gamma$ and $d_t=R\delta_t/\gamma$ from the electrodes, and these add to $2\Delta/g=2h_c$, as they must. To find the energy, divide the body into cones with their tips at the centre. A cone has one third of base times height, so

$$
V=\tfrac13(RS+d_bA_b+d_tA_t)
=\frac{R}{3\gamma}(\gamma S+\delta_bA_b+\delta_tA_t).
$$

The interface cost is therefore $3\gamma V/R=\tfrac32gV$, and the total energy is $\tfrac32gV-gV=\tfrac12gV$. The volume is the integral of the circular sections $\pi(R^2-\zeta^2)$ from $\zeta=-d_b$ to $d_t$:

$$
V=\pi\left[R^2(d_b+d_t)-\tfrac13(d_b^3+d_t^3)\right].
$$

With $R=0.667$, $d_b=0.633$ and $d_t=0.567$ nm this is 1.219 nm³, and the barrier is $\tfrac12(3)(1.219)=1.83$ eV. The straight cylinder gave 2.51 eV, which is 1.37 times as much. At $h=0.8$ nm the wall equation has to be integrated numerically. A Runge–Kutta integration, with the bottom radius adjusted until the height is 0.8 nm, gives a barrier of 2.40 eV and a largest radius of 1.19 nm, against 3.35 eV and 1.33 nm for the cylinder. Growth through straight cylinders is one path among many, so its barrier is an upper bound on the lowest one. The kinetic limit of 0.77 nm found from the cylinder is accordingly an upper estimate for the assumed 60 $kT$.

In thicker films a crystal can start as a free sphere. Its energy $4\pi R^2\gamma-\tfrac43\pi R^3g$ is greatest at $R=2\gamma/g$, where it equals

$$
\frac{16\pi\gamma^3}{3g^2}=1.86\ \text{eV}.
$$

The critical sphere has a diameter of 1.33 nm and fits into any thicker film. At 2 nm the cylinder barrier of 2.99 eV is therefore not the one that controls nucleation. The cylinder's balance of $hg$ against $\Delta$ still applies to the later stage, when a crystal has reached both electrodes and spreads sideways to a width well beyond $h$.

How does this stand beside a real capacitor? Ferroelectric hafnia-zirconia films are commonly around 10 nm thick and are annealed between metal electrodes at roughly 700 to 900 K. The example's $g$ amounts to about 0.10 eV per formula unit for a formula volume of 0.034 nm³. That is a round number chosen for illustration, not a measured value, and a larger $g$ would make $h_c$ smaller still. The interface energies are less certain still, and the chosen electrode costs lie close to $\gamma$, near the largest for which the spanning threshold governs all shapes. With these numbers a 10 nm film is far above $h_c$. At the attempt rate assumed earlier, the free sphere's barrier of 1.86 eV would not prevent nucleation at 700 K either. Failure to crystallize at several nanometres would have to come from slower atomic motion, from different energies, or from something outside the model. A smaller $g$ does not by itself make the threshold the cause: $g=0.6$ eV/nm³ would raise $h_c$ to 3 nm, but it would also raise the sphere's barrier, which varies as $1/g^2$, to about 47 eV. Raising the threshold for all shapes greatly at fixed $g$ would require a larger $\gamma$ as well as a larger $\Delta$, since that threshold is at most $2\gamma/g$, and the sphere's barrier would then rise as $\gamma^3$.

Several neglected energies reduce the gain, and each can be entered as a cost $u$ per crystal volume, which changes the threshold to $\Delta/(g-u)$. For an equal in-plane strain $\epsilon$ in both directions, the stress is $Y\epsilon/(1-\nu)$, with Young's modulus $Y$ and Poisson ratio $\nu$. The energy density, half of stress times strain for each direction, is $u=Y\epsilon^2/(1-\nu)$. Rough values of 200 GPa, 0.3 and 1 % give 0.18 eV/nm³ and move $h_c$ from 0.60 to 0.64 nm. These expressions let the film adjust its thickness freely under the strain. If the electrodes held $h$ strictly fixed, the energy density would be $Y\epsilon^2/[(1+\nu)(1-2\nu)]$, or 0.24 eV/nm³, and $h_c$ would be 0.65 nm.

In a crystal much wider than the film is thick, a uniform polarization $P$ normal to the film, with no screening charge, has a field of magnitude $P/(\varepsilon_0\varepsilon_r)$ and an energy density $u=P^2/(2\varepsilon_0\varepsilon_r)$. For 20 μC/cm² and $\varepsilon_r=30$ this is 0.47 eV/nm³, and $h_c$ becomes 0.71 nm. The field would be about 7.5 MV/cm, comparable to or above the breakdown field of such oxides, so the uniform unscreened state is a limiting case and not a realistic one. Metal electrodes supply screening charge, and the crystal may not be polar at the anneal temperature, so this is an upper estimate for the stated $P$ and $\varepsilon_r$.

Temperature enters through $g$ as well as through $kT$. If the glass has an excess entropy of about half a Boltzmann constant per atom, an assumed value, then with three atoms per formula unit $g$ falls by

$$
\frac{3\times0.5\,k\times100\ \text{K}}{0.034\ \text{nm}^3}=0.38\ \text{eV/nm}^3
$$

for each 100 K of heating. With $\Delta$ held fixed, $h_c$ rises to 0.69 nm. Heating can thus forbid growth in a film just above the threshold. It also raises the nucleation barrier in thicker films: with $\gamma$ fixed, that of the free sphere goes from 1.86 eV, or 30.9 $kT$ at 700 K, to 2.44 eV, or 35.4 $kT$ at 800 K. At the fixed attempt rate assumed earlier, nucleation then becomes slower. Faster atomic motion at the higher temperature would act the other way, but the model does not contain it. All three costs together give 0.91 nm, half as much again as the simple estimate.

Two further limits concern length. An electrode roughness of 0.2 nm is a third of $h_c$, so a film whose mean thickness is below the threshold can contain patches above it. In the straight-cylinder model, a crystal filling a round patch has a lower energy than the glass only if the patch radius exceeds about $2r^*$, twice the critical radius at the patch's own thickness. This value assumes that glass borders the crystal over its full height; a step in the electrode at the rim of the patch changes it somewhat. And $h_c$ is only 1.2 times a unit cell of about 0.5 nm. At that scale sharp interfaces and a bulk value of $g$ are doubtful, and the number says no more than that the threshold for these parameters is of the order of one cell. The balance behind it suggests a rule for electrodes: at fixed $g$, lowering a positive sum $\Delta$ lowers the thickness above which a crystal can grow out of the glass. With these parameters the threshold itself matters only for films about one cell thick. In thicker films the choice of electrode can still matter through nucleation, since a lower cost at one electrode lowers the barrier for a crystal that starts there. The rule for the threshold holds while each electrode cost stays below $\gamma$, and while changing the metal does not also change the strain, the composition or the crystal phase.

Numbers in the example were calculated in double precision.
